# Counting and isolating subbands with the pivots of a tridiagonal Hamiltonian

## What an energy scan loses

In a mirror-symmetric film with a potential well at each surface and a high barrier between them, the lowest levels come in pairs split by tunnelling. Suppose the levels are sought by integrating the wavefunction from one wall and watching the sign of its value at the other as the energy rises in steps of 1 meV. In the film treated below, this scan finds five levels below 200 meV where there are seven. The missing two are the lowest pair, split by 0.72 µeV, and they hold 81% of the charge in their valleys. A Schrödinger–Poisson iteration fed with that list would underestimate the electron charge, and with it the potential that this charge adds.

A sign records whether the number of levels passed is even or odd. The cure is to compute the number itself.

## The matrix

Let $C_0=\hbar^2/2m_0=0.0381$ eV nm², and let $m(z)$ be the confinement mass in units of $m_0$. The envelope equation is

$$-C_0\frac{d}{dz}\left(\frac1m\frac{d\psi}{dz}\right)+V\psi=E\psi .$$

Take nodes $z_i$, $i=1,\dots,n$, with spacing $h$, and hard walls $\psi_0=\psi_{n+1}=0$. Integrate over the cell from $z_{i-1/2}$ to $z_{i+1/2}$, replace each derivative at a cell edge by a difference quotient, and divide by $h$. With $t_{i+1/2}=C_0/(m_{i+1/2}h^2)$ this gives

$$-t_{i+1/2}(\psi_{i+1}-\psi_i)+t_{i-1/2}(\psi_i-\psi_{i-1})+V_i\psi_i=E\psi_i .$$

The matrix $T$ therefore has diagonal $d_i=t_{i-1/2}+t_{i+1/2}+V_i$ and off-diagonal $e_i=-t_{i+1/2}$. Nodes $i$ and $i+1$ share the edge between them, so $T$ is symmetric even when the mass varies.

## Negative pivots count levels

Seek $T-E=LDL^{\mathsf T}$ with $D=\mathrm{diag}(q_i)$ and $L$ having ones on its diagonal and $l_i$ just below. Multiplying out, the off-diagonal entries are $l_iq_i$ and the diagonal entries are $q_i+l_{i-1}^2q_{i-1}$. Matching them to $e_i$ and $d_i-E$ gives $l_i=e_i/q_i$ and

$$q_1=d_1-E,\qquad q_i=d_i-E-\frac{e_{i-1}^2}{q_{i-1}} .\tag{1}$$

**Result.** If no pivot vanishes, the number $N(E)$ of negative pivots equals the number $\mu$ of eigenvalues of $T$ below $E$.

*Proof.* For any vector $x$ put $y=L^{\mathsf T}x$. Then $x^{\mathsf T}(T-E)x=\sum_iq_iy_i^2$. This form is negative for every non-zero $x$ in the span of the eigenvectors below $E$, which has dimension $\mu$. It is non-negative on the vectors with $y_i=0$ wherever $q_i<0$. These have dimension $n-N$, because $L^{\mathsf T}$ is invertible. The two subspaces share only the zero vector, so $\mu+(n-N)\le n$, or $\mu\le N$.

Conversely, the form is non-negative on the span of the remaining $n-\mu$ eigenvectors, and negative for non-zero $x$ with $y_i=0$ wherever $q_i>0$, a subspace of dimension $N$. Hence $(n-\mu)+N\le n$, or $N\le\mu$. ∎

For constant mass the pivots have a direct meaning. Outward integration from $\psi_0=0$ obeys $t\psi_{i+1}=(d_i-E)\psi_i-t\psi_{i-1}$. At $i=1$ this reads $\psi_2/\psi_1=q_1/t$. If $\psi_i/\psi_{i-1}=q_{i-1}/t$, dividing by $t\psi_i$ gives

$$\frac{\psi_{i+1}}{\psi_i}=\frac1t\left(d_i-E-\frac{t^2}{q_{i-1}}\right)=\frac{q_i}{t}.$$

Each negative pivot is thus a sign change of the trial wavefunction. Its value at the far wall has the sign $(-1)^{N(E)}$, which is the parity that the scan sees.

### Three nodes by hand

The film has half-width $a=8$ nm and acceptor density $N_A=3\times10^{18}$ cm⁻³, fully depleted. Poisson's equation for the electron energy in eV is $V''=-qN_A/\epsilon$. With $V(\pm a)=0$,

$$V(z)=V_0\left(1-\frac{z^2}{a^2}\right),\qquad V_0=\frac{qN_Aa^2}{2\epsilon}.$$

For relative permittivity 12,

$$V_0=\frac{1.602\times10^{-19}\times3\times10^{24}\times(8\times10^{-9})^2}{2\times12\times8.854\times10^{-12}}\ \text{V}=0.1448\ \text{V}.$$

With mass 0.9 and the very coarse spacing $h=4$ nm, the nodes are at $-4$, 0 and 4 nm. The hopping energy is $t=2.6458$ meV, and the diagonal is 113.8624, 150.0527, 113.8624 meV. At $E=120$ meV, in meV,

$$q_1=113.8624-120=-6.1376,$$
$$q_2=30.0527+\frac{2.6458^2}{6.1376}=31.193,\qquad q_3=-6.1376-\frac{2.6458^2}{31.193}=-6.362 .$$

Two pivots are negative, so two levels lie below 120 meV. At $E=113.6$ meV the pivots are 0.262, 9.78 and $-0.454$ meV, so one level lies below. The eigenvalues are 113.4796, 113.8624 and 150.4355 meV, and the second trial energy has separated the close pair.

## Close pairs are never exactly degenerate

Delete the first column and last row of $T-E$. What remains is lower triangular with diagonal $e_1,\dots,e_{n-1}$, all non-zero. Hence $T-E$ has rank at least $n-1$, and every eigenvalue of $T$ is simple.

This sets no useful lower limit on a gap. A state of one well reaches the other with an amplitude reduced by roughly $e^{-S}$, where $S=\int\sqrt{(V-E)/C}\,dz$ over the forbidden region and $C=C_0/m$. Here $V-E=(V_0-E)(1-z^2/z_0^2)$ with $z_0=a\sqrt{(V_0-E)/V_0}$. Since $\int_{-z_0}^{z_0}\sqrt{1-z^2/z_0^2}\,dz=\pi z_0/2$,

$$S=\frac{\pi a}{2}\,\frac{V_0-E}{\sqrt{V_0C}} .\tag{2}$$

At fixed doping $V_0$ grows as $a^2$, so a thicker film soon has a gap too small for the arithmetic.

## Bisection by rank

Row sums bound the spectrum: every eigenvalue lies between the smallest $d_i-|e_{i-1}|-|e_i|$ and the largest $d_i+|e_{i-1}|+|e_i|$, with absent neighbours set to zero. Start from an interval slightly wider than this, where the end counts are 0 and $n$. To find all levels below a chosen energy, request ranks 1 to $N$ at that energy. Then:

1. Take an interval $(\ell,r)$ with its counts $N_\ell$ and $N_r$. Discard it if none of the ranks $N_\ell+1,\dots,N_r$ is requested.
2. If its width is at most $\tau$, return it with the number of requested ranks it holds.
3. Otherwise compute $N$ at the midpoint $c$. If rounding has put the count outside $[N_\ell,N_r]$, replace it by the nearer end. Treat both halves in the same way.

Because $N_r-N_\ell=(N_r-N_c)+(N_c-N_\ell)$, halving passes every rank to one half or the other. An interval holding two levels keeps the number 2 until some midpoint falls between them. If none does before the width reaches $\tau$, the pair is returned as one cell of multiplicity two.

One level costs at most $\lceil\log_2(W/\tau)\rceil$ counts, where $W$ is the starting width, and each count takes a number of operations proportional to $n$. This requires $\tau$ to be no smaller than the spacing of machine numbers at the level sought. Otherwise the rounded midpoint coincides with an end and the halving never stops, so a program should also return an interval when that happens. In double precision the spacing exceeds $10^{-14}$ eV above 64 eV.

## Error analysis

### A vanishing pivot

Equation (1) fails if some $q_{i-1}=0$. Replace any pivot with $|q_i|\le\delta$ by $-\delta$. This is the same as lowering $d_i$ by $\delta+q_i$, which lies between 0 and $2\delta$. Lowering diagonal entries cannot raise an eigenvalue and moves none by more than $2\delta$.

After the replacement no pivot is zero, so $E$ is not an eigenvalue of the altered matrix. A level of $T$ exactly at $E$ has therefore moved below it and is counted as below. With $\delta$ equal to the smallest normalized machine number times $\max(1,\max e_i^2)$, energies being in eV, the next quotient stays finite in double precision and the shift is negligible.

### Rounding in the recurrence

Let each operation carry a relative error of at most $u=2^{-53}$, without overflow or underflow. The computed pivots obey

$$\hat q_i=\left[(d_i-E)(1+\rho_i)-\frac{e_{i-1}^2(1+\beta_i)(1+\gamma_i)}{\hat q_{i-1}}\right](1+\sigma_i),$$

where $\rho_i,\beta_i,\gamma_i,\sigma_i$ belong to the shift, the square, the quotient and the last subtraction. Define $\tilde q_i=\hat q_i/[(1+\rho_i)(1+\sigma_i)]$, which has the sign of $\hat q_i$. Dividing the equation by $(1+\rho_i)(1+\sigma_i)$ and writing $\hat q_{i-1}$ in terms of $\tilde q_{i-1}$ gives

$$\tilde q_i=d_i-E-\frac{\tilde e_{i-1}^2}{\tilde q_{i-1}},\qquad
\tilde e_{i-1}^2=e_{i-1}^2\frac{(1+\beta_i)(1+\gamma_i)}{(1+\rho_i)(1+\rho_{i-1})(1+\sigma_{i-1})}.$$

This is recurrence (1) without rounding, for a matrix with the same diagonal. Five factors act on $e^2$, so to first order in $u$ each $e_i$ changes by at most $2.5u|e_i|$. The perturbation has at most two entries per row, and its norm cannot exceed its largest row sum. By the min–max principle, no ordered eigenvalue moves by more than that norm:

$$|\tilde\lambda_k-\lambda_k|\le b,\qquad b=5u\max_i|e_i| .\tag{3}$$

At fixed $\max_i|e_i|$ the bound does not grow with $n$; refining the grid of a given film raises $|e_i|$, and $b$ with it, as $n^2$. It refers to the matrix as stored; errors made in forming $d_i$ and $e_i$ are separate.

The perturbed matrix differs from one trial energy to the next, but two statements hold at each $E$: if $k\le N(E)$ then $\lambda_k<E+b$, and if $k>N(E)$ then $\lambda_k\ge E-b$. Clamping preserves both. If $N_c$ is raised to $N_\ell$, ranks up to $N_\ell$ lie below $\ell+b<c+b$, and higher ranks also exceed the original count at $c$. Lowering $N_c$ to $N_r$ is the mirror image. Each midpoint returned is therefore within $\tau/2+b$ of its eigenvalue.

### The grid

For constant mass, Taylor expansion gives

$$\frac{\psi_{i+1}-2\psi_i+\psi_{i-1}}{h^2}=\psi''+\frac{h^2}{12}\psi''''+\cdots$$

The matrix thus contains the extra operator $-(Ch^2/12)\,d^4/dz^4$. Its expectation value involves $\int\psi\psi''''dz$. Two integrations by parts turn this into $\int(\psi'')^2dz$, since $\psi$ vanishes at the walls and so does $\psi''=(V-E)\psi/C$. To leading order,

$$E_h-E=-\frac{h^2}{12C}\int(V-E)^2\psi^2\,dz .\tag{4}$$

The matrix levels lie too low, by an amount proportional to $h^2$. The count is a statement about the matrix, and (4) is the price of taking the matrix for the film.

### Continuum levels for comparison

With $K=(E-V_0)/C$ and $c^2=V_0/(a^2C)$, the film equation is $\psi''+(K+c^2z^2)\psi=0$. Setting $\psi=e^{-icz^2/2}f$ gives

$$f''-2icz\,f'+(K-ic)f=0 .$$

Let $f=F(s)$ with $s=icz^2$. Then $f'=2iczF'$ and $f''=2icF'+4ics\,F''$, while $-2icz\,f'=-4ics\,F'$. Division by $4ic$ leaves Kummer's equation,

$$sF''+\left(\tfrac12-s\right)F'-pF=0,\qquad p=\frac14+\frac{iK}{4c}.$$

The even states use $M(p,\tfrac12,s)$ and the odd ones $z\,M(p+\tfrac12,\tfrac32,s)$, where $M$ is Kummer's function. The levels are the energies at which these vanish at $z=a$.

## The film on a fine grid

With $h=0.05$ nm there are 319 nodes and $t=16.93$ eV. The count at 200 meV is 7.

| Level | Matrix (meV) | Continuum (meV) |
|---|---|---|
| 1 | 81.02477 | 81.03009 |
| 2 | 81.02549 | 81.03081 |
| 3 | 127.8624 | 127.8720 |
| 4 | 128.6344 | 128.6452 |
| 5 | 149.8516 | 149.8608 |
| 6 | 162.3456 | 162.3667 |
| 7 | 181.9682 | 182.0036 |

These digits display numerical errors; the physical model deserves far fewer. Levels 5 to 7 lie above the barrier top at 144.8 meV and no longer form tunnelling pairs.

The scan at whole meV misses levels 1 and 2, which both lie between 81 and 82 meV. It catches levels 3 and 4, only 0.77 meV apart, because the scan point at 128 meV happens to fall between them. For a randomly placed scan with step $\Delta$ larger than the gap $g$, the chance of separating a pair is $g/\Delta$, or about $7\times10^{-4}$ for the lowest pair.

Bisection starts from $W\approx4t+V_0=67.9$ eV. The lowest pair is split when an interval of width $W/2^{25}=2.02$ µeV is halved, at the 26th halving. With $\tau=10^{-14}$ eV a single level needs up to 53 counts. All seven took 289 rather than $7\times53=371$, since the early intervals are shared.

The rounding bound is $b=5\times1.11\times10^{-16}\times16.93=9.4\times10^{-15}$ eV. It was tested with the determinant of $T-E$ evaluated to 50 digits: for each of the seven levels, the determinant changes sign between the returned midpoint minus $\tau/2+b$ and the midpoint plus $\tau/2+b$.

The grid error is far larger. For level 1 the mean of $(V-E)^2$ is $1.08\times10^{-3}$ eV², computed from its eigenvector. Equation (4) gives

$$-\frac{0.05^2\times1.08\times10^{-3}}{12\times0.04233}\ \text{eV}=-5.3\ \text{µeV},$$

in agreement with the table. Doubling $h$ multiplies the error by 4.000. This error is seven times the splitting, yet the splitting itself, 0.7198 µeV against 0.7196 µeV in the continuum, is good to about $2\times10^{-4}$. The two states have nearly the same density, so by (4) their errors nearly cancel.

Refining the grid reduces (4) as $h^2$ but raises (3) as $h^{-2}$. Extrapolating both laws, they meet for level 1 at $h=0.05\,(9.4\times10^{-15}/5.3\times10^{-6})^{1/4}\approx3\times10^{-4}$ nm, far below any useful spacing.

### A pair below the arithmetic floor

Double the thickness to 32 nm at fixed doping. On a grid of the same spacing the lowest pair lies at 136.73 meV, and its continuum splitting is $5.3\times10^{-33}$ eV. Equation (2) gives $S=10.2$ for the thin film and 71.0 for the thick one. The factor $e^{-60.8}\approx4\times10^{-27}$ compares with an actual ratio of $7\times10^{-27}$; the prefactor left out of $e^{-S}$ accounts for the difference.

Bisection in double precision cannot resolve this gap, and rounding of the stored diagonal already breaks the mirror symmetry by far more. The gap can still be obtained without subtracting two levels: multiplying the even and odd equations crosswise and integrating over half the film gives $g\int_0^a\psi_e\psi_o\,dz=C\,\psi_e(0)\,\psi_o'(0)$. Bisection returns one cell with multiplicity two, which is enough for the charge.

## What the count means for the charge

For in-plane mass $m_d$, spin 2 and valley number $g_v$, the states per area with in-plane wave number in $d\kappa$ are $2g_v\kappa\,d\kappa/2\pi$. An electron in level $k$ has total energy $E'=E_k+C_0\kappa^2/m_d$, so the density of states in $E'$ is $g_vm_d/(2\pi C_0)$ above $E_k$. Integrating it with the Fermi function gives the number of electrons per area in level $k$,

$$N_k=\frac{g_vm_d}{2\pi C_0}\,k_BT\,\ln\left(1+e^{(E_F-E_k)/k_BT}\right).$$

Take $g_v=2$, $m_d=0.2$, $k_BT=25.85$ meV and $E_F=-20$ meV relative to the surface band edge. The prefactor is $4.32\times10^{12}$ cm⁻² and the logarithm for level 1 is 0.0199, so each partner holds $8.6\times10^{10}$ cm⁻². The pair holds 81% of the $2.12\times10^{11}$ cm⁻² in these two valleys. Losing both partners loses that share; merging them into one loses half of it.

## The model beside a real transistor

The parameters are round values in the rough regime of a doped silicon double-gate transistor near threshold. With silicon's mass 0.916 and permittivity 11.7 the splitting is 0.50 µeV instead of 0.72. In a thinner, lightly doped film this depletion barrier is much weaker. Uniform doping is a poor assumption at this size. Under a 30 nm × 30 nm gate there are $43\pm7$ acceptors if they are placed at random, on average one per cube of side 6.9 nm. One standard deviation, still spread uniformly, moves level 1 to 72 or 90 meV and the splitting to 2.6 or 0.21 µeV. With $E_F$ and the surface edge held fixed, the lower value raises the pair's charge by about $e^{8.9/25.9}-1\approx40\%$.

Random depths matter more than the number, because they break the mirror symmetry. With 43 acceptors at random depths, each smeared over the gate area, the two lowest levels are typically about 6 meV apart, and a 1 meV scan misses them only about one time in twenty. The microelectronvolt pair belongs to the symmetric model.

Other omissions matter too. The four light-mass valleys (confinement mass 0.2, in-plane mass $\sqrt{0.2\times0.9}$) start at 120 meV but hold $1.6\times10^{11}$ cm⁻², 43% of all electrons, so they need their own matrix and count. Mobile charge is 8% of the depletion charge; one Poisson pass with the surface potentials held raises level 1 by 4.3 meV, and iteration to self-consistency reduces this to 3.6 meV. Penetration into a 3 eV oxide barrier lowers it by 2.5 meV for an oxide mass of 0.5, and by 1.9 to 2.8 meV for masses from 0.3 to 0.6.

The splitting itself is fragile. A 1 mV difference between the surfaces couples the even and odd states. With $w$ twice the coupling matrix element, the two-state gap is $\sqrt{g^2+w^2}$, which here is 0.77 meV, a thousand times $g$. Collisions broaden the levels too. The mobility $\mu_e$, the in-plane mass $m$ and the elementary charge $q$ give the momentum-relaxation time $\tau_c=\mu_em/q$, and $\hbar/\tau_c$ sets a scale for the broadening. For a rough mobility of 300 cm²/Vs and mass $0.2\,m_0$ it is about 19 meV. The actual width can be larger, because scattering through small angles hardly lowers the mobility but still shortens the life of a state. On this estimate the doublet would not appear as two resolved levels, but both states must still be filled.

## Where the method stops

If some $e_i=0$, the matrix separates into blocks. The count still holds, but exact degeneracy becomes possible. Periodic boundaries add corner entries, and (1) no longer factors the matrix. An energy-dependent mass makes $T$ itself depend on $E$, so $N(E)$ then counts the levels of the matrix frozen at that energy, and the bisection argument needs a separate proof that they cross $E$ in order. The remaining values for the film are in the numerical output.

## Calculated quantities

```
Film 16 nm, step 0.05 nm, nodes 319, acceptors 3.0e+18 cm^-3
Masses 0.9, 0.2; permittivity 12; kT 25.852 meV
hbar^2/(2 m0): 0.038100 eV nm^2
Barrier height V0: 144.761 meV
Surface field: 0.3619 MV/cm
Hopping energy: 16.9333 eV
Hand grid diagonal (meV): 113.8624 150.0527 113.8624
Hand grid off-diagonal: -2.6458 meV
Hand grid pivots at 120 meV (meV): -6.1376 31.1932 -6.3620
Hand grid levels (meV): 113.4796 113.8624 150.4355
Levels counted below 200 meV: 7
Level 1: matrix 81.024774 meV, continuum 81.030093 meV
Level 2: matrix 81.025494 meV, continuum 81.030812 meV
Level 3: matrix 127.862449 meV, continuum 127.871956 meV
Level 4: matrix 128.634449 meV, continuum 128.645177 meV
Level 5: matrix 149.851551 meV, continuum 149.860830 meV
Level 6: matrix 162.345582 meV, continuum 162.366734 meV
Level 7: matrix 181.968234 meV, continuum 182.003575 meV
Lowest pair splitting, matrix: 0.71978 ueV
Lowest pair splitting, continuum: 0.71963 ueV
Counts below, inside, above lowest pair: 0 1 2
Grid error ratio, 0.1 to 0.05 nm: 4.0003
Levels found by 1 meV sign scan: 5
Pivot counts used for all levels: 289
Width of interval whose halving split the pair: 2.023 ueV
Final interval width limit: 1.0e-14 eV
Rounding bound: 9.40e-15 eV
Thick film (32 nm) cell multiplicities: 2
Thick film lowest level: 136.7277 meV
Thick film splitting, continuum: 5.336e-33 eV
Fermi level: -20.0 meV
Heavy-valley sheet density: 2.123e+11 cm^-2
Share of it in lowest pair: 80.93 %
Share of it above 200 meV: 0.50 %
Light-valley lowest level: 120.25 meV
Light-valley sheet density: 1.608e+11 cm^-2
Mobile/depletion charge: 7.77 %
One Poisson pass: level shift 4.277 meV, splitting 0.483 ueV
Oxide 2 nm, 3 eV, mass 0.5: level shift -2.480 meV, splitting 0.489 ueV
Oxide tunnelling exponential: 1.8e-11
Oxide field (permittivity 3.9): 1.11 MV/cm
Splitting with 1 mV gate mismatch: 771.07 ueV
Collision broadening at 300 cm2/Vs: 19.3 meV
Non-parabolic shift (0.5 per eV): -0.540 meV
Dopants under 30 nm x 30 nm: 43.2 +- 6.6, mean spacing 6.93 nm
One deviation fewer: level 72.11 meV, splitting 2.586 ueV
One deviation more: level 89.51 meV, splitting 0.213 ueV
Hole density at film centre: 5.8e+03 cm^-3
```
